\section*{What the Curie–Weiss intercept of a first-order ferroelectric measures}

\section{The intercept and what it knows}

\textbf{Q:} I have a model of a ferroelectric hafnia film. In its nonpolar phase, between 620 and 800 K, the inverse susceptibility is a straight line in temperature, and the line extrapolates to zero at 500 K. So the film becomes ferroelectric at 500 K. The susceptibility diverges at the transition, and I have found where it diverges.

\textbf{A:} You have found where the line would reach zero. Whether the nonpolar phase is still the equilibrium phase there is a separate question. Which free energy does the model use?

\textbf{Q:} Sixth-order Landau theory, for a uniform polarization $P$ along one axis:
\begin{equation}
f(P)=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac{\gamma}{6}P^6,
\qquad \alpha=a(T-T_0),
\label{f}
\end{equation}
with $a>0$, $\beta<0$ and $\gamma>0$. The coefficients $\beta$ and $\gamma$ do not depend on temperature. The displacement is $D=\varepsilon_0\varepsilon_b E+P$, so the background permittivity $\varepsilon_b$ holds the vacuum and all the stiff modes, and $P$ is the soft part alone.

\textbf{A:} Then at fixed field $E$ the state minimizes $f-EP$, which gives
\begin{equation}
E=\alpha P+\beta P^3+\gamma P^5,\qquad
\frac{dE}{dP}=\alpha+3\beta P^2+5\gamma P^4 .
\label{eos}
\end{equation}
Define the soft susceptibility as $\chi=\varepsilon_0^{-1}dP/dE$. In the nonpolar phase at zero field $P=0$, so $dE/dP=\alpha$ and
\begin{equation}
\frac1\chi=\varepsilon_0 a(T-T_0)=\frac{T-T_0}{C},\qquad C=\frac{1}{\varepsilon_0 a}.
\label{cw}
\end{equation}
Your intercept is $T_0$. Now look for $\beta$ and $\gamma$ in Eq.~(\ref{cw}).

\textbf{Q:} They are absent.

\textbf{A:} The line reports the curvature of $f$ at $P=0$ and nothing else. An equilibrium transition compares the energy at $P=0$ with the energy of a state at finite $P$, and that energy depends on $\beta$ and $\gamma$. Two films with the same $a$ and $T_0$ but different $\beta$ give the same line, and they need not share a transition temperature.

\section{What happens at the intercept}

\textbf{Q:} Something must happen at $T_0$, though. The curvature changes sign.

\textbf{A:} Yes. Above $T_0$ the curvature $\alpha$ is positive and $P=0$ is at least a local minimum. At $T_0$ the quadratic term is gone and, for small $P$, $f\approx-|\beta|P^4/4$, so $P=0$ is a maximum. Below $T_0$ the quadratic term is negative too. Thus $T_0$ is the lower stability limit of the nonpolar phase: the lowest temperature down to which it can persist as a metastable state.

\textbf{Q:} Metastable with respect to what? Are there polar states above $T_0$?

\textbf{A:} Set $E=0$ in Eq.~(\ref{eos}), divide by $P\neq0$, and write $x=P^2$:
\begin{equation}
\alpha+\beta x+\gamma x^2=0,\qquad
x_\pm=\frac{-\beta\pm\sqrt{\beta^2-4\alpha\gamma}}{2\gamma}.
\label{roots}
\end{equation}
To classify these states, eliminate $\alpha=-\beta x-\gamma x^2$ from the curvature:
\begin{equation}
\frac{dE}{dP}=2\beta x+4\gamma x^2=2x(\beta+2\gamma x)
=\pm2x_\pm\sqrt{\beta^2-4\alpha\gamma}.
\label{curv}
\end{equation}
The last step uses $2\gamma x_\pm=-\beta\pm\sqrt{\beta^2-4\alpha\gamma}$. The upper root is a minimum, the polar state. The lower root is a maximum, the top of the barrier between the nonpolar and polar states. For $0<\alpha<\beta^2/4\gamma$ the square root is real and smaller than $|\beta|$, so both roots are positive. They merge and disappear at
\begin{equation}
T_1=T_0+\frac{\beta^2}{4a\gamma},
\label{T1}
\end{equation}
which is the upper stability limit of the polar phase. Between $T_0$ and $T_1$ both phases are local minima.

\section{The equilibrium temperature}

\textbf{Q:} Then the transition is somewhere between the two limits. Where?

\textbf{A:} Where the polar minimum has the same energy as the nonpolar state, whose energy is zero. Divide $f=0$ by $x$, and put the stationarity condition beside it:
\begin{equation}
\frac{\alpha}{2}+\frac{\beta x}{4}+\frac{\gamma x^2}{6}=0,
\qquad
\alpha+\beta x+\gamma x^2=0 .
\end{equation}
Subtract half of the second equation from the first, which removes $\alpha$:
\begin{equation}
-\frac{\beta x}{4}-\frac{\gamma x^2}{3}=0
\quad\Rightarrow\quad
x=P_c^2=-\frac{3\beta}{4\gamma}.
\end{equation}
This is positive because $\beta<0$. Put it back into the second equation:
\begin{equation}
\alpha=-\beta x-\gamma x^2
=\frac{3\beta^2}{4\gamma}-\frac{9\beta^2}{16\gamma}
=\frac{3\beta^2}{16\gamma},
\end{equation}
and therefore
\begin{equation}
T_c=T_0+\frac{3\beta^2}{16a\gamma},\qquad
\frac{T_c-T_0}{T_1-T_0}=\frac{3/16}{1/4}=\frac34 .
\label{Tc}
\end{equation}
Along the polar minimum $\partial f/\partial P=0$, so its energy changes with temperature as $df/dT=aP^2/2>0$. The polar state is therefore lower below $T_c$ and higher above it.

\textbf{Q:} Put in my numbers. I use $a=3.0\times10^{7}$ m/(F\,K), $\beta=-4.5\times10^{11}$ m$^5$/(F\,C$^2$) and $\gamma=1.5\times10^{13}$ m$^9$/(F\,C$^4$), with $T_0=500$ K.

\textbf{A:} First $\beta^2/\gamma=1.35\times10^{10}$ m/F, and division by $a$ gives 450 K. Then
\begin{align}
T_c-T_0&=\tfrac{3}{16}\times450\ \text{K}=84.4\ \text{K}, & T_c&=584.4\ \text{K},\\
T_1-T_0&=\tfrac14\times450\ \text{K}=112.5\ \text{K}, & T_1&=612.5\ \text{K}.
\end{align}
The polarization at $T_c$ follows from $P_c^2=0.0225$ C$^2$/m$^4$, so $P_c=15$ $\mu$C/cm$^2$. As a test, the energy of the polar state was minimized numerically and the temperature at which it equals zero was located without Eq.~(\ref{Tc}). It is 584.38 K, while a line fitted to computed small-field responses between 620 and 800 K meets zero at 500.00 K. One model gives both numbers, and they differ by 84 K.

\textbf{Q:} So at 500 K my film is already deep in the ferroelectric range.

\textbf{A:} In equilibrium, yes. At $T_0$ the polar state lies 33.75 J/cm$^3$ below the nonpolar one.

\section{Where the divergence went}

\textbf{Q:} I still expect the susceptibility to diverge at a ferroelectric transition.

\textbf{A:} At this one it stays finite. On the nonpolar side, Eq.~(\ref{cw}) at $T_c$ gives
\begin{equation}
\chi(T_c)=\frac{C}{T_c-T_0}=\frac{3765\ \text{K}}{84.4\ \text{K}}=44.6 .
\end{equation}
On the polar side, insert $x=-3\beta/4\gamma$ and $\alpha=3\beta^2/16\gamma$ into Eq.~(\ref{eos}):
\begin{equation}
\frac{dE}{dP}=\frac{\beta^2}{\gamma}\left(\frac{3}{16}-\frac94+\frac{45}{16}\right)
=\frac{3\beta^2}{4\gamma}.
\end{equation}
This is four times the nonpolar value, so $\chi$ drops to 11.2.

\textbf{Q:} Could I extrapolate from the polar side instead?

\textbf{A:} A straight line from there misleads in a different way. Differentiate $dE/dP=2\beta x+4\gamma x^2$ with respect to $\alpha$. Since $\alpha=-\beta x-\gamma x^2$, we have $dx/d\alpha=-1/(\beta+2\gamma x)$, and at $T_c$
\begin{equation}
\frac{d}{d\alpha}\frac{dE}{dP}
=-\frac{2\beta+8\gamma x}{\beta+2\gamma x}
=-\frac{2\beta-6\beta}{\beta-\frac32\beta}
=-\frac{-4\beta}{-\frac12\beta}=-8 .
\end{equation}
The nonpolar line has slope $+1$ in the same variable. The polar tangent at $T_c$ thus reaches zero when $\alpha$ has grown by a further $(3\beta^2/4\gamma)/8=3\beta^2/32\gamma$, that is, at
\begin{equation}
T_0+\frac{\beta^2}{a\gamma}\left(\frac{6}{32}+\frac{3}{32}\right)
=T_0+\frac{9\beta^2}{32a\gamma}=626.6\ \text{K}.
\end{equation}
That lies above $T_1$, where no polar state exists. The true curve bends below the tangent and reaches zero earlier: by Eq.~(\ref{curv}) it vanishes at $T_1$ as a square root.

\textbf{Q:} When would my original reading have been right?

\textbf{A:} For a continuous transition. If $\beta>0$, the root $x_+$ in Eq.~(\ref{roots}) is positive only for $\alpha<0$, and near $T_0$ it is $x_+\approx-\alpha/\beta$. The polarization grows from zero at $T_0$, no barrier forms, and the intercept is the transition temperature. With the sign of your $\beta$ reversed, the computed energy minimum sits at finite $P$ at 499.9 K and at $P=0$ at 500.1 K. The first-order case joins this one smoothly: as $\beta\to0$ from below, both gaps in Eqs.~(\ref{T1}) and (\ref{Tc}) shrink as $\beta^2$.

\section{Cooling, heating and the barrier}

\textbf{Q:} Suppose I cool slowly and watch for the jump. If the nonpolar phase can survive down to $T_0$, the jump comes at 500 K and I am right in practice.

\textbf{A:} It comes there if nothing helps the system over the barrier. At $T_c$ the energy factorizes:
\begin{equation}
f=\frac{\gamma}{6}P^2\left(P^2-P_c^2\right)^2 .
\end{equation}
To see this, expand it. The $P^4$ coefficient is $-\gamma P_c^2/3=\beta/4$, and the $P^2$ coefficient is $\gamma P_c^4/6=3\beta^2/32\gamma=\alpha/2$, as required. The derivative of $x(x-P_c^2)^2$ is $(x-P_c^2)(3x-P_c^2)$, so the barrier top is at $x=P_c^2/3$ and its height is
\begin{equation}
\Delta f(T_c)=\frac{\gamma}{6}\cdot\frac{P_c^2}{3}\cdot\frac{4P_c^4}{9}
=\frac{2\gamma P_c^6}{81}=4.22\ \text{J/cm}^3 .
\end{equation}
Close to $T_0$ the barrier sits at small $P$ and the sixth-order term can be dropped. Then $\alpha P^2/2-|\beta|P^4/4$ is largest at $P^2=\alpha/|\beta|$, with
\begin{equation}
\Delta f\approx\frac{\alpha^2}{2|\beta|}-\frac{\alpha^2}{4|\beta|}=\frac{\alpha^2}{4|\beta|}.
\end{equation}
It vanishes quadratically at $T_0$. The computed values are:
\begin{center}
\begin{tabular}{rrr}
$T$ (K) & $f_{\rm polar}-f_{\rm nonpolar}$ (J/cm$^3$) & barrier (J/cm$^3$)\\
\hline
501.0 & $-33.30$ & 0.0005\\
510.0 & $-29.30$ & 0.051\\
550.0 & $-12.61$ & 1.36\\
584.4 & 0.00 & 4.22\\
600.0 & 5.00 & 6.25
\end{tabular}
\end{center}
The barrier is measured from the nonpolar state. Seen from the polar state it is the third column minus the second, which is 1.25 J/cm$^3$ at 600 K, where the polar phase is the metastable one. The second column changes sign at $T_c$, and the third goes to zero at $T_0$. Equilibrium and loss of stability are read from different columns.

\textbf{Q:} And a sweep without any help over the barrier?

\textbf{A:} That was simulated by letting a uniform state slide downhill, with a displacement of 0.01 $\mu$C/cm$^2$ at each 0.1 K step so that it could leave an unstable point. It jumped at 500.0 K on cooling and at 612.5 K on heating. These are $T_0$ and $T_1$. The midpoint of that loop, 556 K, is not $T_c$ either, since $T_c$ lies three quarters of the way up.

\textbf{Q:} What would a real sample do inside that window?

\textbf{A:} It could nucleate the new phase locally. The barrier at $T_c$ equals $k_BT$ for a volume of 1.9 nm$^3$, whereas a cube of 10 nm edge changing phase as a whole faces 523 $k_BT$. A uniform change of phase in such a grain is therefore very unlikely at $T_c$, and a smaller region has a lower bulk barrier. Near $T_0$ the situation differs: at 510 K the tabulated 0.051 J/cm$^3$ is only about 7 $k_BT$ for the same cube, so thermal activation alone can make it jump above $T_0$. Whether such a region forms and grows also depends on interface energy, which Eq.~(\ref{f}) does not contain, so the model gives the limits of the hysteresis and not its actual width.

\textbf{Q:} Is there a thermal signature of the equilibrium transition?

\textbf{A:} A latent heat. The entropy density is $-\partial f/\partial T=-aP^2/2$ relative to the nonpolar phase, so on heating through $T_c$ it rises by
\begin{equation}
\Delta s=\frac{aP_c^2}{2}=0.3375\ \frac{\text{J}}{\text{cm}^3\,\text{K}},\qquad
T_c\,\Delta s=197\ \frac{\text{J}}{\text{cm}^3}.
\end{equation}
A field also moves $T_c$. Along the coexistence line $g=f-EP$ is equal in the two phases, and $dg=-s\,dT-P\,dE$ in each. At small field the nonpolar phase has $P\approx0$, so $\Delta s\,dT=P_c\,dE$ and
\begin{equation}
\frac{dT_c}{dE}=\frac{P_c}{aP_c^2/2}=\frac{2}{aP_c}=44\ \text{K per MV/cm}.
\end{equation}
A built-in field of 0.1 MV/cm along $P$ raises $T_c$ by 4.4 K.

\section{From the model to a measured film}

\textbf{Q:} An instrument gives me the whole permittivity, not $\chi$. Does the intercept survive?

\textbf{A:} Only after the background is removed. Let $\theta=T-T_0$. The raw permittivity is $\varepsilon=\varepsilon_b+C/\theta$, so
\begin{equation}
\frac1\varepsilon=\frac{\theta}{\varepsilon_b\theta+C},\qquad
\frac{d}{d\theta}\frac1\varepsilon=\frac{C}{(\varepsilon_b\theta+C)^2}.
\end{equation}
The tangent at $\theta$ meets zero at
\begin{equation}
\theta-\frac{\theta(\varepsilon_b\theta+C)}{C}=-\frac{\varepsilon_b\theta^2}{C},
\label{raw}
\end{equation}
measured from $T_0$. With $\varepsilon_b=20$ and a tangent at 710 K this is $-20\times210^2/3765=-234$ K, so the tangent points to 266 K. A straight-line fit to $1/\varepsilon$ at ten evenly spaced points over your window of 620 to 800 K gives about 290 K; since the curve is bent, this value moves by several kelvin with the choice of points. That is neither a transition temperature nor a stability limit. If the subtracted background is too small by 2, Eq.~(\ref{raw}) with 2 in place of $\varepsilon_b$ still leaves an error of $-23$ K at 710 K.

\textbf{Q:} What about a thin nonferroelectric layer at an electrode?

\textbf{A:} Take a short-circuited film of thickness $t$ in series with a layer of thickness $d$ and permittivity $\varepsilon_i$. Zero voltage means $E_id=-E_ft$, and continuity of $D$ means $\varepsilon_0\varepsilon_bE_f+P=\varepsilon_0\varepsilon_iE_i$. Eliminating $E_i$ gives
\begin{equation}
E_f=-\frac{P}{\varepsilon_0(\varepsilon_b+\varepsilon_it/d)} .
\end{equation}
This depolarizing field is proportional to $P$, so in Eq.~(\ref{eos}) it adds a positive constant to $\alpha$. For uniform polarization it lowers $T_0$, $T_c$ and $T_1$ by the same amount, $C/(\varepsilon_b+\varepsilon_it/d)$. With $t=10$ nm, $d=0.5$ nm and $\varepsilon_i=20$ that is $3765/420=9.0$ K. The gaps between the three temperatures are unchanged. This holds for an ideally insulating layer with no charge at the interface. With these numbers the polar state at $T_c$ would put about 8 MV/cm across the layer, so in a real film charge may leak through it and screen part of $P$. The shifts of $T_c$ and $T_1$ then need not equal 9.0 K.

\textbf{Q:} How close is all this to real hafnia?

\textbf{A:} The parameters are round numbers placed in the rough regime of hafnium--zirconium oxide films. The model polarization at 300 K is 20 $\mu$C/cm$^2$, a typical size. Its permittivity there is 22, somewhat low against the usual few tens, and the value $20+44.6\approx65$ just above $T_c$ is on the high side. The switching field is far from typical. At 300 K, reversing $P$ uniformly takes 12.8 MV/cm, against a rough measured coercive field of 1 MV/cm and a rough breakdown field of 4 MV/cm. One assumption that fails is uniformity: real films can switch through nucleation and domain-wall motion, at fields below the uniform limit. The model cannot say how much of the factor of order ten comes from this and how much from its round parameters. Real hafnia also has competing crystal phases, nonpolar distortions coupled to the polar one, strain, and grains that need not transform together. The 84 K gap and the latent heat are therefore properties of this parameter set, not predictions for a given film. The gap is also sensitive: with $a$, $\gamma$ and $T_0$ held fixed, a 10\,\% larger $|\beta|$ multiplies it by 1.21 and raises $T_c$ by 17.7 K, while the intercept stays at 500 K.

\textbf{Q:} Then what may I claim from a straight line in the nonpolar phase?

\textbf{A:} That the uniform nonpolar state would lose stability against polarization at $T_0$, provided that the background has been subtracted, bias and built-in fields are small, $\alpha$ stays linear down to $T_0$, and no other distortion sets in first. A bias makes $P\neq0$, and the term $3\beta P^2$ in Eq.~(\ref{eos}) then bends the line: in this model the intercept fitted over 620 to 800 K moves up by 0.4 K at 0.1 MV/cm and by about 11 K at 0.5 MV/cm. If an insulating layer lies in series with the film, the background to subtract is that of the whole stack, and the intercept is then the shifted stability limit, not the $T_0$ of the film alone. To call $T_0$ the transition temperature you need evidence that the transition is continuous. A jump in $P$, a latent heat or thermal hysteresis speaks against that. In a first-order case, bracket $T_c$ between the jumps on slow cooling and slow heating, or compare the energies of the two phases.

\textbf{Q:} So for my model film, 500 K is where the nonpolar phase can no longer hold out, and 584 K is where it stops being the stable phase on cooling.

\textbf{A:} Yes. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Input T0 = 500.0 K
Input a = 3.00e+07 m/(F K)
Input beta = -4.50e+11 m^5/(F C^2)
Input gamma = 1.50e+13 m^9/(F C^4)
Input background permittivity = 20
Curie constant C = 3765 K
Fit window = 620 to 800 K
Fitted Curie-Weiss intercept = 500.00 K
Equilibrium Tc, minimized energies = 584.38 K
Equilibrium Tc, formula = 584.38 K
Tc - T0 = 84.38 K
Upper limit T1, formula = 612.50 K
T1 - T0 = 112.50 K
Jump on ideal cooling = 500.0 K (step 0.1 K)
Jump on ideal heating = 612.5 K (step 0.1 K)
Polarization at Tc = 15.00 uC/cm2
Polarization at 300 K = 20.00 uC/cm2
Polarization at 400 K = 18.87 uC/cm2
Total permittivity at 300 K = 21.9
chi at Tc, nonpolar side = 44.6
chi at Tc, polar side = 11.2
Inverse-chi ratio polar/nonpolar at Tc = 4.000
Slope ratio polar/nonpolar at Tc = -8.000
Zero of polar-side tangent = 626.6 K
T (K), polar minus nonpolar energy, barrier (J/cm3):
  501.00  -33.301  0.00050
  510.00  -29.301  0.05077
  550.00  -12.613  1.36271
  584.38  0.000  4.21875
  600.00  5.000  6.25000
Polar minus nonpolar energy at T0 = -33.75 J/cm3
Entropy jump at Tc = 0.3375 J/(cm3 K)
Latent heat at Tc = 197.2 J/cm3
dTc/dE at small field = 44.4 K per MV/cm
Tc shift in 0.1 MV/cm = 4.40 K
Raw-permittivity fit intercept = 290.5 K
Raw tangent intercept, taken at 710 K = 265.7 K
Film / interface layer = 10.0 / 0.5 nm
Interface layer permittivity = 20
Stability-limit shift by layer = -8.96 K
Tc shift if |beta| is 10 % larger = 17.7 K
Volume with barrier kT at Tc = 1.91 nm3
Barrier of a 10 nm cube at Tc = 523 kT
Uniform switching field at 300 K = 12.8 MV/cm
Rough breakdown field (input) = 4 MV/cm
Rough measured coercive field (input) = 1 MV/cm
\end{verbatim}
